# Exponential ion-energy distribution from charge exchange in a uniform sheath field

## What the result prevents

A surface model for etching or sputtering needs the energies of the arriving ions. If every ion is given the full sheath voltage, a collisional sheath is badly misrepresented. In the uniform-field example below the voltage is 331 V, but the mean energy of the arriving ions is 41 eV. A second error is possible even when charge exchange is included: the energies of ions found in a volume of the sheath have half the mean of those crossing a surface, so sampling the wrong population halves the energy delivered.

Both errors are avoided by the following result, provided the field is nearly uniform over the last few mean free paths before the surface. The field to use is the one found there, not the sheath voltage divided by the thickness. Let ions of charge $q>0$ and mass $m$ be accelerated along $x$ by a steady uniform field $E>0$, and let $\lambda$ be their mean free path for charge exchange. Far downstream of the sheath edge, the energy distribution of the ion flux is

$$g(\varepsilon)=\frac{1}{\varepsilon_0}\,e^{-\varepsilon/\varepsilon_0},\qquad \varepsilon_0=qE\lambda ,$$

and its mean is $\varepsilon_0$.

## Model

In a resonant charge exchange a fast ion takes an electron from a slow atom of its own gas. The fast particle continues as a neutral and the slow one becomes the ion. The model makes these assumptions:

- The new ion starts at rest.
- The cross-section $\sigma$ does not depend on energy, so $\lambda=1/(n_g\sigma)$ is constant, where $n_g$ is the gas density.
- There is no elastic scattering and no ionization in the sheath.
- The flow is steady. Ions enter at $x=0$ with energy $\varepsilon_{\rm in}$, and a wall downstream absorbs them.

## Flux distribution at any depth

Each exchange removes one ion and supplies another at the same place. The ion flux $J$ therefore does not depend on $x$. An ion of any speed has probability $dx'/\lambda$ of exchanging in a layer $dx'$, so the layer produces resting ions at the rate $J\,dx'/\lambda$ per unit area.

Let $P(s)$ be the probability that a new ion travels a distance $s$ without exchange. It falls according to

$$\frac{dP}{ds}=-\frac{P}{\lambda},\qquad P(0)=1,\qquad P(s)=e^{-s/\lambda}.$$

The flux at $x$ of ions born in the layer at $x'$ is thus

$$dJ=\frac{J}{\lambda}\,e^{-(x-x')/\lambda}\,dx' .$$

These ions have gained $\varepsilon=qE(x-x')$ from the field. At fixed $x$, $|dx'|=d\varepsilon/(qE)$, and $(x-x')/\lambda=\varepsilon/(qE\lambda)=\varepsilon/\varepsilon_0$. Substitution gives

$$\frac{1}{J}\frac{dJ}{d\varepsilon}=\frac{1}{qE\lambda}\,e^{-\varepsilon/\varepsilon_0}
=\frac{1}{\varepsilon_0}\,e^{-\varepsilon/\varepsilon_0},\qquad 0<\varepsilon<qEx .$$

The upper limit belongs to ions born at the edge. Ions that entered at $x=0$ and have not exchanged form a sharp line at $\varepsilon_{\rm in}+qEx$, with weight $e^{-x/\lambda}$. The continuous part has weight $1-e^{-x/\lambda}$, so the total is one.

For the mean, write $X=qEx$, so that $X/\varepsilon_0=x/\lambda$. Integration by parts gives the contribution of the continuous part:

$$\int_0^X\frac{\varepsilon}{\varepsilon_0}e^{-\varepsilon/\varepsilon_0}d\varepsilon
=\Big[-\varepsilon e^{-\varepsilon/\varepsilon_0}\Big]_0^X+\int_0^X e^{-\varepsilon/\varepsilon_0}d\varepsilon
=\varepsilon_0-(\varepsilon_0+X)\,e^{-x/\lambda}.$$

The line adds $(\varepsilon_{\rm in}+X)e^{-x/\lambda}$. The terms in $X$ cancel, leaving

$$\langle\varepsilon\rangle_{\rm flux}=\varepsilon_0+(\varepsilon_{\rm in}-\varepsilon_0)\,e^{-x/\lambda}.$$

At $x=0$ this is $\varepsilon_{\rm in}$, and for $x\gg\lambda$ it is $\varepsilon_0$. When $\varepsilon_{\rm in}\ll\varepsilon_0$, the mean lies below $\varepsilon_0$ by the relative amount $e^{-x/\lambda}$, which is 1% at $x=4.6\lambda$.

The fraction of the flux above a threshold $\varepsilon_t<qEx$ approaches its limit differently. The continuous part contributes $e^{-\varepsilon_t/\varepsilon_0}-e^{-x/\lambda}$ and the line contributes $e^{-x/\lambda}$. Their sum is $e^{-\varepsilon_t/\varepsilon_0}$, independent of depth. The edge thus alters the distribution only at energies above $qEx$.

The exponential requires distance only from the upstream edge, not from the wall. In this model no ion moves backwards, so an absorbing wall cannot affect the ions approaching it. The exponential holds at the wall itself if the sheath is many mean free paths thick.

## Ions in a volume

Let $f(v)\,dv$ be the number of ions per volume with velocity in $dv$. Far from the edge $f$ does not depend on $x$. For $v>0$, acceleration balances loss by exchange at the rate $v/\lambda$:

$$\frac{qE}{m}\frac{df}{dv}=-\frac{v}{\lambda}f
\quad\Rightarrow\quad
f(v)=f_0\,e^{-mv^2/(2\varepsilon_0)} .$$

This is one half of a Maxwellian. It agrees with the flux result: the flux in $dv$ is $vf\,dv$, and $d\varepsilon=mv\,dv$ turns it into $(f_0/m)e^{-\varepsilon/\varepsilon_0}d\varepsilon$.

The density and flux are

$$n=\int_0^\infty f\,dv=f_0\sqrt{\frac{\pi\varepsilon_0}{2m}},\qquad
J=\int_0^\infty vf\,dv=\frac{f_0\varepsilon_0}{m},$$

so the drift speed is

$$u=\frac{J}{n}=\sqrt{\frac{2\varepsilon_0}{\pi m}} .$$

The Gaussian has $\langle v^2\rangle=\varepsilon_0/m$, and the mean energy per ion in the volume is $\tfrac12m\langle v^2\rangle=\varepsilon_0/2$. Slow ions linger and are counted more often in a volume, whereas a surface receives ions in proportion to their speed.

## Sampling

For ions striking a surface at depth $x$, draw $U$ uniformly between 0 and 1 and set $s=-\lambda\ln U$. If $s<x$, the energy is $qEs$. Otherwise the ion has not exchanged since entry, and its energy is $\varepsilon_{\rm in}+qEx$. In a thick sheath this reduces to $\varepsilon=-\varepsilon_0\ln U$.

To initialize ions inside a volume far from the edge, draw a normal variable of zero mean and standard deviation $\sqrt{\varepsilon_0/m}$, and use its absolute value as the velocity.

## Worked example

Take a singly charged model ion of mass 40 u in its parent gas at 10 Pa and 300 K, with $\sigma=5\times10^{-19}$ m², $E=5\times10^4$ V/m and $\varepsilon_{\rm in}=2$ eV. The ideal-gas law gives

$$n_g=\frac{p}{k_BT}=2.414\times10^{21}\ {\rm m^{-3}},\qquad
\lambda=\frac{1}{n_g\sigma}=0.828\ {\rm mm}.$$

The energy scale is

$$\varepsilon_0=e\,(5\times10^4\ {\rm V/m})(0.8284\times10^{-3}\ {\rm m})=41.4\ {\rm eV},$$

or $6.64\times10^{-18}$ J. A sheath of thickness $8\lambda=6.63$ mm carries $8\times41.42=331$ V.

The formulas can be compared with a direct particle simulation. It moved 50,000 ions from the edge in small time steps and decided at random, with the probability set by the distance covered in each step, whether an exchange occurred. An exchange reset the velocity to zero. The mean energies of ions crossing three planes were:

| Depth | Formula (eV) | Simulation (eV) |
|---|---:|---:|
| $0.5\lambda$ | 17.51 | 17.52 |
| $2\lambda$ | 36.08 | 36.05 |
| $8\lambda$ | 41.41 | 41.48 |

The standard deviation of an exponential equals its mean, so the sampling error at $8\lambda$ is about $41.4/\sqrt{50000}=0.19$ eV. The difference in the last row is within it.

At $0.5\lambda$ the exponential is a poor description. The formula places 61% of the flux in the unexchanged line, at $2+0.5\times41.42=22.7$ eV, and no ion has more energy than this. A pure exponential would put a fraction $e^{-22.71/41.42}=0.58$ above the line. At $8\lambda$ the line holds only 0.03% of the flux.

At that depth the fractions above $\varepsilon_0$, $2\varepsilon_0$ and $3\varepsilon_0$ are 0.368, 0.135 and 0.050 by the formula, and 0.371, 0.138 and 0.050 in the simulation. A process with a threshold at 124 eV is therefore driven by 5% of the ions, although the mean energy is three times smaller.

Ions counted between $6\lambda$ and $8\lambda$ had a mean energy of 20.7 eV, equal to $\varepsilon_0/2$ at this precision. Their mean speed was 7966 m/s, against 7975 m/s from the formula for $u$.

The ion energy is not the whole energy budget. Each entering ion brings 2 eV, and the field does 331 eV of work per unit of ion flux crossing the sheath. Ions carry 41 eV of this total to the wall. The remaining 292 eV is transferred to fast neutrals, whose later collisions and arrival at the surface need a separate calculation.

## Radio-frequency fields

Consider now a fully modulated field, $E(t)=E_0(1+\cos\omega t)$, with $\varepsilon_0=qE_0\lambda$ defined by its time average. This is a model field, uniform in space; the moving edge of a real radio-frequency sheath is not included. The field never reverses, so ions still move only forwards. In a region far from the edge where $f$ is uniform in space, the kinetic equation is

$$\frac{\partial f}{\partial t}+\frac{qE(t)}{m}\frac{\partial f}{\partial v}
=-\frac{v}{\lambda}f+\frac{\Gamma(t)}{\lambda}\delta(v),
\qquad \Gamma=\int_0^\infty vf\,dv .$$

The last term supplies the resting ions, and the density $n$ stays constant. Multiply by $\tfrac12mv^2$ and integrate over $v$. The source contributes nothing, and integration by parts turns the field term into the work $qE\Gamma$:

$$\frac{d}{dt}\int_0^\infty\tfrac12mv^2f\,dv
=qE\Gamma-\frac1\lambda\int_0^\infty v\,\tfrac12mv^2f\,dv .$$

Over a period of the repeating state the left side averages to zero. With a bar for the time average, the mean energy of the time-averaged flux is therefore

$$\langle\varepsilon\rangle_{\rm flux}=q\lambda\,\frac{\overline{E\Gamma}}{\overline{\Gamma}} .$$

It exceeds $\varepsilon_0$ when more flux passes while the field is strong.

**High frequency.** The relevant ion time is the time to fall through $\lambda$ from rest in the mean field,

$$\tau=\sqrt{\frac{2m\lambda}{qE_0}} .$$

Multiplying the kinetic equation by $v$ and integrating gives

$$\frac{d\Gamma}{dt}=\frac{nqE}{m}-\frac{n\langle v^2\rangle}{\lambda}.$$

For $\omega\tau\gg1$ the leading oscillation of $\Gamma$ comes from the oscillating force, and equals $(nqE_0/m\omega)\sin\omega t$. Divide it by $nu$. Since $qE_0/m=2\lambda/\tau^2$ and $u=2\lambda/(\sqrt\pi\,\tau)$, the relative oscillation is $(\sqrt\pi/\omega\tau)\sin\omega t$. It is a quarter period out of phase with the field, and $\overline{\cos\omega t\,\sin\omega t}=0$. The mean energy thus has no correction of first order in $1/(\omega\tau)$ and tends to $\varepsilon_0$.

**Low frequency.** For $\omega\tau\ll1$, still in the region where $f$ is uniform in space, the density is constant and the flux follows the instantaneous field through the steady drift speed, so $\Gamma\propto E^{1/2}$. This fails briefly near the zero of the field, where little flux passes. Using $1+\cos\omega t=2\cos^2(\omega t/2)$,

$$\frac{\langle\varepsilon\rangle_{\rm flux}}{\varepsilon_0}
\to\frac{2\,\overline{|\cos(\omega t/2)|^3}}{\overline{|\cos(\omega t/2)|}}
=\frac{2\cdot4/(3\pi)}{2/\pi}=\frac43 .$$

In the example $\tau=117$ ns. A second simulation followed 4000 ions through 200 successive flights in the oscillating field. Each free path was drawn from $e^{-s/\lambda}$, the flight time was found by bisection, and the energies at the end of the last 40 flights were kept. Because the exchange rate is $v/\lambda$, energies at exchange have the same distribution as the time-averaged flux. The gap in the table is the largest difference between the cumulative distribution found and that of the exponential with mean $\varepsilon_0$.

| Frequency (MHz) | $\omega\tau$ | Mean$/\varepsilon_0$ | Gap |
|---:|---:|---:|---:|
| 1 | 0.74 | 1.314 | 0.083 |
| 13.56 | 9.99 | 1.019 | 0.041 |
| 60 | 44.2 | 0.998 | 0.010 |

These values belong to the region where $f$ is uniform in space. If a steady flux enters at the edge, the oscillating field makes the density there vary in time, and the uniform region begins only where these variations have died out. The variations repeat in space over roughly the drift during one period, $2\pi u/\omega$, and the mean energy rises and falls with depth on that scale. This length is 0.59 mm at 13.56 MHz but 8.0 mm at 1 MHz, so the 1 MHz row should not be used for the 6.63 mm sheath of the example. It is not the distance over which the variations die out. At lower frequency they persist over several such lengths: at 0.3 MHz, where the length is 27 mm, the mean still swings between about $1.2\,\varepsilon_0$ and $1.5\,\varepsilon_0$ in the third one. In the limit of very low frequency at a fixed depth $x\gg\lambda$, the flux there becomes constant while the field varies slowly, and the mean tends to $\varepsilon_0$.

In the uniform region the mean at 1 MHz is already close to the low-frequency limit of 1.333. At 13.56 MHz the mean-field value is good to 2%, but the cumulative fraction can be wrong by 0.04. Agreement of the mean alone does not establish the shape. At 60 MHz both agree with the exponential to 0.01 or better. The sampling error of the means in the table is about 0.003, so the entry 0.998 does not indicate a mean below $\varepsilon_0$.

## Where the formula needs replacement

**Nonuniform field.** If $E$ changes slowly, an ion born a distance $s$ upstream of $x$ arrives with $\varepsilon\simeq qEs-\tfrac12qE's^2$, where $E$ and $E'=dE/dx$ are taken at $x$. The exponential path distribution has $\langle s\rangle=\lambda$ and $\langle s^2\rangle=2\lambda^2$, so far from the edge

$$\langle\varepsilon\rangle_{\rm flux}\simeq qE\lambda\left(1-\frac{\lambda E'}{E}\right).$$

A field that grows towards the wall gives a mean below the local $qE\lambda$. The uniform-field mean requires $\lambda|E'|/E\ll1$. The high-energy tail is more demanding, because it consists of ions born several mean free paths upstream, where the field differs more.

Real sheaths have such a field, because the positive charge of the ions makes it grow towards the wall. Suppose that there are no electrons in the sheath, that the field is small at the edge, and that the ions move at the local drift speed $u\propto E^{1/2}$. A constant flux then gives a density proportional to $E^{-1/2}$, and Gauss's law, $dE/dx\propto E^{-1/2}$, gives $E\propto x^{2/3}$. For voltage $V$ and thickness $d$ the field at the wall is $5V/(3d)$, and there $\lambda E'/E=2\lambda/(3d)$. With the 331 V and $d=8\lambda$ of the example, the mean energy at the wall is about $\tfrac53\times41.4\times(1-\tfrac1{12})=63$ eV, instead of the 41 eV found for a uniform field. The tail is less well described than the mean. In this field the fraction of the flux above three times the local $qE\lambda$, or 207 eV, is 0.028, whereas the exponential with the wall field gives 0.050.

**Energy-dependent cross-section.** In a uniform field far from the edge, births are still uniform in space, but survival becomes $\exp[-\int_0^s ds'/\lambda(\varepsilon')]$ with $\varepsilon'=qEs'$. Hence

$$g(\varepsilon)=C\exp\left[-\int_0^\varepsilon\frac{d\varepsilon'}{qE\lambda(\varepsilon')}\right],$$

where $C$ normalizes the distribution. The slope of $\ln g$ is $-1/[qE\lambda(\varepsilon)]$, so a varying $\lambda$ bends the straight line of a semilogarithmic plot.

**Thermal motion and angle.** New ions are nearly at rest if $k_BT\ll\varepsilon_0$. Here the ratio is $6\times10^{-4}$, although the shape at energies comparable with $k_BT=0.026$ eV is not described. The model gives normal incidence. If a new ion keeps the thermal velocity of its parent atom, one transverse component has root-mean-square value $\sqrt{k_BT/m}$, while the forward velocity is $\sqrt{2\varepsilon/m}$. The corresponding angle is about $\sqrt{k_BT/(2\varepsilon)}$, or 1° at $\varepsilon=\varepsilon_0$. Elastic scattering, which is left out, would add to this spread.
